# Field magnitude and polar angle from one NV centre's two ODMR lines

**Question**

I have the optically detected magnetic resonance (ODMR) spectrum of one NV centre in a static field of unknown direction. The two lines are at 2700 and 3080 MHz. I take the zero-field parameters as known, $D=2870$ MHz and $E=5$ MHz, and $g=2.003$.

Half the splitting, converted to a field, gives about 6.78 mT, but I suspect that this is only a component along the NV axis. I am told that the characteristic polynomial of the spin-1 Hamiltonian gives the full magnitude without the direction. I do not see how two frequencies can do that, since the matrix contains all three field components. And if I set $E=0$, can I also get the angle between the field and the axis?

**Answer**

Yes to both. One coefficient of the polynomial contains the field magnitude but no angle. The other contains the angle, and for $E=0$ it gives the polar angle.

**The Hamiltonian and its matrix**

In frequency units, with $z$ along the NV axis,

$$H=D\left(S_z^2-\tfrac23\right)+E(S_x^2-S_y^2)+\mathbf b\cdot\mathbf S,\qquad \mathbf b=\gamma\mathbf B,\quad \gamma=\frac{g\mu_B}{h}.$$

I assume $D>0$ and an isotropic $g$. The axes $x,y$ are those in which the $E$ term has this form. The constant $-2D/3$ makes $H$ traceless and leaves all level differences unchanged. The polar and azimuthal angles of $\mathbf B$ are $\theta$ and $\phi$.

Let $\nu_1\le\nu_2$ be the gaps from the lowest level to the other two. I take your two lines to be these gaps; a case where that fails comes later.

Use the Cartesian basis $|x\rangle,|y\rangle,|z\rangle$, in which $(S_k)_{ij}=-i\epsilon_{kij}$. Each $S_k$ annihilates $|k\rangle$, and $|z\rangle$ is the state $m_s=0$. The squares are diagonal:

$$S_x^2=\mathrm{diag}(0,1,1),\quad S_y^2=\mathrm{diag}(1,0,1),\quad S_z^2=\mathrm{diag}(1,1,0).$$

Therefore

$$H=\begin{pmatrix}D/3-E&-ib_z&ib_y\\ ib_z&D/3+E&-ib_x\\ -ib_y&ib_x&-2D/3\end{pmatrix}.$$

The zero-field terms sit on the diagonal and the magnetic field sits off it.

**The characteristic polynomial**

For a traceless $3\times3$ matrix,

$$p(\lambda)=\det(\lambda-H)=\lambda^3+M\lambda-\det H,$$

where $M$ is the sum of the three principal $2\times2$ minors:

$$\begin{aligned}
xy:&\quad (D/3-E)(D/3+E)-b_z^2=D^2/9-E^2-b_z^2,\\
xz:&\quad (D/3-E)(-2D/3)-b_y^2=-2D^2/9+2DE/3-b_y^2,\\
yz:&\quad (D/3+E)(-2D/3)-b_x^2=-2D^2/9-2DE/3-b_x^2.
\end{aligned}$$

The terms linear in $E$ cancel in the sum, and the field components combine into $b^2=b_x^2+b_y^2+b_z^2$:

$$M=-\left(\frac{D^2}{3}+E^2+b^2\right).$$

This answers your first puzzle: $M$ depends on the length of $\mathbf b$ alone. The reason is that $M=-\tfrac12\mathrm{Tr}H^2$ for a traceless matrix. A cross term between the zero-field part and the field part would be the trace of a diagonal matrix times a matrix with zero diagonal, which vanishes.

The direction enters through the determinant. Its two cyclic products are $(-ib_z)(-ib_x)(-ib_y)=ib_xb_yb_z$ and the complex conjugate, so they cancel. What remains is

$$\begin{aligned}
\det H&=-\tfrac{2D}{3}\left(\tfrac{D^2}{9}-E^2\right)-\left(\tfrac D3-E\right)b_x^2-\left(\tfrac D3+E\right)b_y^2+\tfrac{2D}{3}b_z^2\\
&=-\tfrac{2D^3}{27}+\tfrac{2DE^2}{3}+D\left(b_z^2-\tfrac{b^2}{3}\right)+E(b_x^2-b_y^2).
\end{aligned}$$

The second line uses $b_x^2+b_y^2=b^2-b_z^2$.

**From line frequencies to the field**

You measure gaps, whereas the polynomial needs levels. The zero trace supplies the missing number. The levels are $\lambda_0$, $\lambda_0+\nu_1$ and $\lambda_0+\nu_2$, and their sum is zero, so

$$\lambda_0=-\frac{\nu_1+\nu_2}{3},\quad \lambda_1=\frac{2\nu_1-\nu_2}{3},\quad \lambda_2=\frac{2\nu_2-\nu_1}{3}.$$

The coefficient $M$ is also the sum of pair products of the levels. Squaring $\lambda_0+\lambda_1+\lambda_2=0$ gives $\sum\lambda_i^2+2M=0$, hence

$$M=-\tfrac12\sum_i\lambda_i^2=-\tfrac{1}{18}\left[(\nu_1+\nu_2)^2+(2\nu_1-\nu_2)^2+(2\nu_2-\nu_1)^2\right].$$

In the bracket each square has coefficient $1+4+1=6$, and $\nu_1\nu_2$ has $2-4-4=-6$. So $M=-(\nu_1^2+\nu_2^2-\nu_1\nu_2)/3$. Equating the two forms of $M$ gives

$$\boxed{b^2=\frac{\nu_1^2+\nu_2^2-\nu_1\nu_2-D^2}{3}-E^2,\qquad B=\frac b\gamma}$$

Two limits with $E=0$ show how different spectra lead to the same field.

- For a field along the axis with $b<D$, the lines are $D\mp b$. The quadratic form is $(D-b)^2+(D+b)^2-(D^2-b^2)=D^2+3b^2$, as required.
- For a perpendicular field, one level stays at $D/3$ and the other two are $-D/6\pm s$, with $s=\sqrt{D^2/4+b^2}$. The gaps are $\nu_1=D/2+s$ and $\nu_2=2s$. The form becomes $(D/2+s)^2+4s^2-2s(D/2+s)=D^2/4+3s^2=D^2+3b^2$ again.

**The polar angle for $E=0$**

You could insert the levels into $\det H$ and solve for $b_z^2$. It is shorter to evaluate $p$ at the two zero-field energies, $-2D/3$ and $D/3$, because there the powers of $D$ cancel. At the first,

$$\begin{aligned}
p(-2D/3)&=-\tfrac{8D^3}{27}+\tfrac{2D}{3}\left(\tfrac{D^2}{3}+b^2\right)+\tfrac{2D^3}{27}-D\left(b_z^2-\tfrac{b^2}{3}\right)\\
&=D(b^2-b_z^2)=Db^2\sin^2\theta .
\end{aligned}$$

At the second,

$$p(D/3)=\tfrac{D^3}{27}-\tfrac D3\left(\tfrac{D^2}{3}+b^2\right)+\tfrac{2D^3}{27}-D\left(b_z^2-\tfrac{b^2}{3}\right)=-Db^2\cos^2\theta .$$

But $p$ is also the product $(\lambda-\lambda_0)(\lambda-\lambda_1)(\lambda-\lambda_2)$. At $\lambda=-2D/3$ its factors are

$$\frac{\nu_1+\nu_2-2D}{3},\quad -\frac{2D+2\nu_1-\nu_2}{3},\quad -\frac{2D+2\nu_2-\nu_1}{3},$$

and the two minus signs cancel. At $\lambda=D/3$ they are

$$\frac{D+\nu_1+\nu_2}{3},\quad \frac{D+\nu_2-2\nu_1}{3},\quad -\frac{2\nu_2-\nu_1-D}{3},$$

and the one minus sign cancels that of $-Db^2\cos^2\theta$. Hence, for $b>0$,

$$\boxed{\begin{aligned}
\sin^2\theta&=\frac{(\nu_1+\nu_2-2D)(2D+2\nu_1-\nu_2)(2D+2\nu_2-\nu_1)}{27Db^2}\\
\cos^2\theta&=\frac{(D+\nu_1+\nu_2)(D+\nu_2-2\nu_1)(2\nu_2-\nu_1-D)}{27Db^2}
\end{aligned}}$$

Their ratio gives $\tan^2\theta$ without $b$. Since only $b_z^2$ appears, $\theta$ and $180^\circ-\theta$ cannot be told apart; quote the value between $0$ and $90^\circ$. The azimuth does not appear at all, because the $E=0$ centre is symmetric about its axis.

**Can the data contradict the model?**

The sum $\sin^2\theta+\cos^2\theta$ is no test of your data. It equals $[p(-2D/3)-p(D/3)]/(Db^2)$, in which the determinant cancels, so it is 1 for any pair of frequencies with $b^2>0$.

The signs do carry information. For a real angle, $p(-2D/3)\ge0$ and $p(D/3)\le0$. A cubic with leading term $\lambda^3$ is non-negative between $\lambda_0$ and $\lambda_1$ and above $\lambda_2$. The point $-2D/3$ cannot lie at or above $\lambda_2$, since then $p(D/3)$ would be positive. So $-2D/3$ lies between $\lambda_0$ and $\lambda_1$, and $D/3$ lies between $\lambda_1$ and $\lambda_2$. This requires

$$\nu_1+\nu_2\ge2D,\qquad -2D\le2\nu_1-\nu_2\le D\le2\nu_2-\nu_1 .$$

A violation larger than the reading errors can explain means a wrong $D$, a non-negligible $E$, misidentified lines or some other departure from the model. Near $\theta=0$, where $\nu_1+\nu_2$ is close to $2D$, an error of 0.1 MHz in each line can already break the first inequality.

**Your numbers**

With $g=2.003$, $\gamma=28.03$ MHz/mT. The quadratic form is

$$2700^2+3080^2-2700\times3080=8\,460\,400\ \mathrm{MHz}^2,$$

and $D^2=8\,236\,900\ \mathrm{MHz}^2$. With $E=5$ MHz,

$$b^2=\frac{223\,500}{3}-25=74\,475\ \mathrm{MHz}^2,\qquad b=272.9\ \mathrm{MHz},$$

so $B=9.73$ mT, or 97.3 gauss. With $E=0$, $b^2=74\,500\ \mathrm{MHz}^2$ and $B=9.74$ mT.

For the angle at $E=0$, the common denominator is $27Db^2=5.773\times10^9\ \mathrm{MHz}^3$, and

$$\sin^2\theta=\frac{40\times8060\times9200}{5.773\times10^9}=0.5138,\qquad \cos^2\theta=\frac{8650\times550\times590}{5.773\times10^9}=0.4862 .$$

This gives $\theta=45.8^\circ$. All factors are positive, so the pair is admissible.

Your suspicion about the half splitting was right. Write $\nu_{1,2}=D+m\mp h$, where $m$ is the shift of the mean and $h$ the half splitting. The cosine formula becomes

$$b^2\cos^2\theta=\frac{(3D+2m)(9h^2-m^2)}{27D}.$$

For $b\ll D$ and a field not close to perpendicular, $m$ is small beside both $D$ and $h$, and $h\approx b\cos\theta$. Here $h/\gamma=6.78$ mT, while $B\cos\theta=6.79$ mT. The splitting gives the axial component; the mean shift supplies the rest. In the sine formula the last two factors are each close to $3D$ at weak field, so to leading order

$$\nu_1+\nu_2-2D\approx\frac{3b^2\sin^2\theta}{D}.$$

In your spectrum this quantity is 40 MHz, and the transverse field is read from it.

**What if $E$ is not zero?**

The magnitude formula still holds, but two frequencies cannot fix $b$, $\theta$ and $\phi$. The determinant gives one combination of the angles:

$$K\equiv D\cos^2\theta+E\sin^2\theta\cos2\phi=\frac D3+\frac{\det H+2D^3/27-2DE^2/3}{b^2},$$

with $\det H=\lambda_0\lambda_1\lambda_2$ taken from the lines. Replacing $\sin^2\theta$ by $1-\cos^2\theta$ and solving,

$$\cos^2\theta=\frac{K-E\cos2\phi}{D-E\cos2\phi}.$$

For your lines and $E=5$ MHz, $K=1394.9$ MHz. The fraction varies monotonically with $\cos2\phi$, because its derivative with respect to $E\cos2\phi$ has the fixed sign of $K-D$. The extremes are therefore $\theta=45.85^\circ$ at $\phi=0$ and $45.75^\circ$ at $\phi=90^\circ$. Neglecting $E$ in the angle is harmless here.

It is not harmless near zero field. At $B=0$, ignoring $E=5$ MHz makes the formula return $b=E$, a false field of 0.18 mT.

**How accurate is the answer?**

Differentiating $3b^2=\nu_1^2+\nu_2^2-\nu_1\nu_2-D^2-3E^2$ gives

$$\frac{\partial b}{\partial\nu_1}=\frac{2\nu_1-\nu_2}{6b},\quad \frac{\partial b}{\partial\nu_2}=\frac{2\nu_2-\nu_1}{6b},\quad \frac{\partial b}{\partial D}=-\frac{D}{3b}.$$

For the $E=0$ example these are 1.42, 2.11 and $-3.50$. If each line may be wrong by 0.1 MHz, evaluating the formulas for the four sign combinations gives largest changes of 0.013 mT and $0.07^\circ$.

The sensitivity to $D$ grows as $1/b$, because a small $b^2$ is the difference of two large numbers. At $B=0$ and $E=0$, a $D$ taken 0.1 MHz too low gives $b^2\approx2D(0.1\ \mathrm{MHz})/3$, a false field of 0.49 mT. A $D$ taken too high makes $b^2$ negative. At weak field, $D$ must be known correspondingly well.

The angle is least certain near the axis. There $\delta\theta=\delta(\sin^2\theta)/\sin2\theta$ has a small denominator, while the line errors still leave a finite error in $\sin^2\theta$. For the same field strength and line errors of 0.1 MHz, the largest change is about $0.9^\circ$ at $\theta=5^\circ$ but only $0.02^\circ$ at $80^\circ$. It rises again very close to the perpendicular direction, to about $0.3^\circ$ at $90^\circ$ itself.

**Compared with a real centre**

The values $D=2870$ MHz and $g=2.003$ are rough typical ones for NV centres in diamond near room temperature. An $E$ of 5 MHz is large for a low-strain bulk crystal and more like a strained nanodiamond. The formulas also assume that you know the present value of $D$, which depends on temperature. Near room temperature it falls by roughly 74 kHz per kelvin, or 0.74 MHz for a warming of 10 K. I held the field at 9.74 mT and $45.8^\circ$ with $E=0$, diagonalised the matrix with the lowered $D$, and inverted the new lines with the old $D$. The result is 9.64 mT and $45.3^\circ$, about 1% low in field. By comparison, raising $g$ by 0.001 lowers the inferred field by 0.005 mT.

Nitrogen-14 splits each line. I added its hyperfine and quadrupole coupling, with rough values $A_\parallel=-2.1$, $A_\perp=-2.7$ and $P=-5.0$ MHz, and diagonalised the nine-state matrix without the nuclear Zeeman term. The centres of the two line groups, taken as differences between the mean energies of the level groups, move by about 5 kHz, which changes $B$ by less than 0.001 mT. Centres weighted by line intensity depend slightly on the microwave direction. So use the centres. In an aligned field, the term $A_\parallel S_zI_z$ adds $\pm A_\parallel$ to $b$ for the outer nuclear states. Reading the same outer state in both lines shifts $B$ by 0.075 mT; its two components lie on opposite sides of their centres. Reading the low-frequency component in both lines, or the high-frequency one in both, is worse, because it imitates a change of $D$: in an aligned field of 9.74 mT the inferred field is 0.27 mT too low for the low-frequency components and 0.26 mT too high for the high-frequency ones.

**When the lines are not what you think**

An aligned field brings $m_s=0$ and $m_s=-1$ together at $B=D/\gamma=102.4$ mT. Beyond that, $m_s=0$ is no longer the lowest level. At 120 mT, with $E=0$, the transitions from it have signed frequencies $D-b=-494.1$ MHz and $D+b=6234.1$ MHz. The field derivation used the zero trace but not the ordering of the levels, so these signed values return 120 mT. A spectrometer shows $+494.1$ MHz, and inserting that gives 108.6 mT. The inequalities above do not catch the mistake: the unsigned pair satisfies them.

A strong transverse component causes a different difficulty: it mixes the $m_s$ states. In your example with $E=0$, the lowest level is 99.5% $m_s=0$. At 100 mT and the same angle, diagonalisation gives 67.5%. Optical readout relies on the different optical behaviour of $m_s=0$ and $m_s=\pm1$, so such mixing can weaken the contrast. The frequency formulas still hold in this model, but it does not predict whether both lines remain visible.

Numerical values quoted here were computed with a short program.
